# Adding inverse lengths for diffuse metal films: a referee's correction: verification in Python

```python
"""Diffuse thin film: the inverse-length rule against kinetic theory.
Result under test: for a thick film with two diffuse faces,
    rho/rho0 - 1 -> (3/8) lambda/d,
whereas 1/lambda_eff = 1/lambda + 1/d gives lambda/d, 8/3 times more.
d: thickness, lambda: bulk mean free path, k = d/lambda,
u: |cosine| of the angle to the film normal, p: specularity,
rho0: bulk resistivity. Spherical Fermi surface unless stated."""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import hbar, e as charge


def film_conductivity(k, p=0.0):
    """Derived film integral for sigma/sigma0."""
    def integrand(u):
        decay = np.exp(-k / u)
        return (u - u**3) * (1 - decay) / (1 - p * decay)
    return 1 - 1.5 * (1 - p) / k * quad(integrand, 0, 1, limit=200)[0]


def increase(k, p=0.0):
    return 1 / film_conductivity(k, p) - 1


def boltzmann_profile(k, p=0.0, cells=2000, angles=40):
    """Finite-difference solution of u dg/dz = 1 - g, lambda = 1.
    Returns positions and local sigma/sigma0."""
    node, weight = np.polynomial.legendre.leggauss(angles)
    u, weight = (node + 1) / 2, weight / 2
    h = k / cells / u
    factor, source = (1 - h / 2) / (1 + h / 2), h / (1 + h / 2)
    driven = np.zeros((cells + 1, angles))
    free = np.ones((cells + 1, angles))
    for i in range(cells):
        driven[i + 1] = factor * driven[i] + source
        free[i + 1] = factor * free[i]
    # mirror symmetry: the arriving g at a face equals g at the far end
    start = p * driven[-1] / (1 - p * free[-1])
    g = driven + start * free
    local = (g + g[::-1]) @ (0.75 * (1 - u**2) * weight)
    return np.linspace(0, k, cells + 1), local


def trapezoid(y, x):
    return float(np.sum((y[1:] + y[:-1]) * np.diff(x)) / 2)


def boltzmann_conductivity(k, p=0.0):
    z, local = boltzmann_profile(k, p)
    return trapezoid(local, z) / k


# Film integral against the finite-difference kinetic equation
for k in (0.5, 1.0, 5.0):
    for p in (0.0, 0.5):
        assert abs(boltzmann_conductivity(k, p)
                   - film_conductivity(k, p)) < 1e-4

# Conductivity at a face and integrated deficit of one face
z, local = boltzmann_profile(20.0)
half = len(z) // 2 + 1
face_value = local[0]
face_deficit = trapezoid(1 - local[:half], z[:half])
assert abs(face_value - 0.5) < 1e-4
assert abs(face_deficit - 3 / 16) < 1e-4

# Ratio of predicted increases from the kinetic solution
for k in (5.0, 20.0, 100.0):
    kinetic_ratio = (1 / k) / (1 / boltzmann_conductivity(k) - 1)
    assert abs(kinetic_ratio - (8 / 3 - 1 / k)) < 3e-3
for p in (0.0, 0.5):
    slope = 200 * (1 / boltzmann_conductivity(200.0, p) - 1)
    assert abs(slope - 0.375 * (1 - p)) < 2e-3


def simulate(k, electrons=100000, burn=20, flights=100):
    """Random flights with isotropic bulk and cosine-law wall scattering.
    Returns rho/rho0, k*(wall hits per lambda), current-weighted rate."""
    rng = np.random.default_rng(7)
    z = k * rng.random(electrons)
    uz = 2 * rng.random(electrons) - 1
    x, y = np.zeros(electrons), np.zeros(electrons)
    path = hits = path_weighted = hits_weighted = 0.0
    for step in range(burn + flights):
        angle = 2 * np.pi * rng.random(electrons)
        across = np.sqrt(1 - uz**2)
        ux, uy = across * np.cos(angle), across * np.sin(angle)
        bulk = rng.exponential(1.0, electrons)
        wall = np.where(uz > 0, k - z, -z) / uz
        hit = wall < bulk
        length = np.minimum(wall, bulk)
        if step >= burn:
            x += ux * length
            y += uy * length
            path += length.sum()
            hits += hit.sum()
            path_weighted += (ux**2 * length).sum()
            hits_weighted += (ux**2)[hit].sum()
        z = np.where(hit, np.where(uz > 0, k, 0.0), z + uz * length)
        r = rng.random(electrons)
        uz = np.where(hit, -np.sign(uz) * np.sqrt(r), 2 * r - 1)
    diffusion = (x @ x + y @ y) / (4 * path)
    return ((1 / 3) / diffusion, k * hits / path,
            k * hits_weighted / path_weighted)


mc_rho, mc_rate, mc_current_rate = simulate(1.0)
# statistical error of rho is about 0.3 percent
assert abs(mc_rho / (1 + increase(1.0)) - 1) < 0.015
assert abs(mc_rate - 0.5) < 0.003
assert abs(mc_current_rate - 0.375) < 0.003

# The ratio is not universal: it has a minimum and rises again
best = minimize_scalar(
    lambda s: np.exp(-s) / increase(np.exp(s)),
    bounds=(np.log(0.05), np.log(20)), method="bounded")
k_min, ratio_min = np.exp(best.x), best.fun
ratio_very_thin = 100 / increase(0.01)
assert ratio_min < 8 / 3 < ratio_very_thin

# Copper-like film, rough typical inputs
lam, rho0, d = 40.0, 1.7, 200.0        # nm, microohm cm, nm
k = d / lam
full, lead, naive = increase(k), 0.375 / k, 1 / k
fitted_lam = d * full

# Neglected effects for the same film
half_specular = increase(k, 0.5)
reflection = 0.25
alpha = lam / d * reflection / (1 - reflection)
grain_sigma = quad(lambda c: 3 * c**3 / (c + alpha), 0, 1)[0]
grain_closed = (1 - 1.5 * alpha + 3 * alpha**2
                - 3 * alpha**3 * np.log(1 + 1 / alpha))
assert abs(grain_sigma - grain_closed) < 1e-9
grain_increase = 1 / grain_sigma - 1
temp_coefficient, warming = 0.004, 80.0   # 1/K, K (20 C to 100 C)
heat = 1 + temp_coefficient * warming
rho_hot, lam_hot = rho0 * heat, lam / heat
hot_full = increase(d / lam_hot)
dead = 1.0                                # nm per face
dead_increase = d / (d - 2 * dead) - 1
density = 8.5e28                          # conduction electrons, m^-3
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
subbands = k_fermi * d * 1e-9 / np.pi
rho_lam_free = hbar * k_fermi / (density * charge**2)
rho_lam_input = rho0 * 1e-8 * lam * 1e-9


def leading_coefficient(energy, velocity, fermi, normal, width=0.1):
    """Slope of rho/rho0 in lambda/d for a general band with constant
    relaxation time; lambda = relaxation time * mean Fermi speed."""
    w = 1 / np.cosh((energy - fermi) / (2 * width)) ** 2
    n = np.array(normal) / np.linalg.norm(normal)
    vn = sum(a * b for a, b in zip(n, velocity))
    v2 = sum(b**2 for b in velocity)
    plane = w * (v2 - vn**2)
    mean_speed = (w * np.sqrt(v2)).sum() / w.sum()
    return (plane * np.abs(vn)).sum() / plane.sum() / mean_speed


points = 120
axis = (np.arange(points) + 0.5) * 2 * np.pi / points - np.pi
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
sphere = leading_coefficient(X**2 + Y**2 + Z**2,
                             (2 * X, 2 * Y, 2 * Z), 4.0, (1, 1, 1))
assert abs(sphere - 0.375) < 0.003
cx, cy, cz = np.cos(X), np.cos(Y), np.cos(Z)
band = -4 * (cx * cy + cy * cz + cz * cx)
speed = (4 * np.sin(X) * (cy + cz), 4 * np.sin(Y) * (cx + cz),
         4 * np.sin(Z) * (cx + cy))
half_filled = np.median(band)
fcc001 = leading_coefficient(band, speed, half_filled, (0, 0, 1))
fcc111 = leading_coefficient(band, speed, half_filled, (1, 1, 1))

print("KINETIC CHECKS")
print(f"face conductivity / bulk, d=20 lambda: {face_value:.4f}")
print(f"deficit per face: {face_deficit:.4f} lambda")
print(f"simulated rho/rho0 at d=lambda: {mc_rho:.3f}")
print(f"film integral rho/rho0 at d=lambda: {1 + increase(1.0):.3f}")
print(f"simulated wall hits per path d: {mc_rate:.4f}")
print(f"same, current-weighted: {mc_current_rate:.4f}")
print(f"limiting overestimate 8/3: {8 / 3:.4f}")
print(f"smallest overestimate: {ratio_min:.3f} at d/lambda={k_min:.3f}")
print(f"overestimate at d/lambda=0.01: {ratio_very_thin:.3f}")
print("EXAMPLE (rough copper-like inputs)")
print(f"lambda: {lam:.0f} nm; d: {d:.0f} nm; d/lambda: {k:.1f}")
print(f"bulk resistivity: {rho0:.2f} microohm cm")
for name, value in (("inverse-length", naive), ("leading law", lead),
                    ("film integral", full)):
    print(f"{name}: increase {100 * value:.2f} %, "
          f"rho {rho0 * (1 + value):.3f} microohm cm")
print(f"overestimate against film integral: {naive / full:.3f}")
print(f"8/3 - lambda/d: {8 / 3 - 1 / k:.3f}")
print(f"lambda wrongly fitted by inverse lengths: {fitted_lam:.1f} nm")
print("d (nm) | inverse-length % | leading % | integral % | ratio")
for t in (2000, 400, 200, 100, 40, 20, 10):
    q = t / lam
    print(f"{t:5d} | {100 / q:.2f} | {37.5 / q:.2f} | "
          f"{100 * increase(q):.2f} | {1 / q / increase(q):.3f}")
print("NEGLECTED EFFECTS, d = 200 nm")
print(f"increase with p=0.5: {100 * half_specular:.2f} %")
print(f"grain size {d:.0f} nm, reflection {reflection:.2f}: "
      f"alpha {alpha:.4f}")
print(f"grain-boundary increase alone: {100 * grain_increase:.2f} %")
print(f"temperature coefficient: {temp_coefficient:.3f} per K, "
      f"warming {warming:.0f} K")
print(f"100 C: bulk rho {rho_hot:.3f} microohm cm, "
      f"lambda {lam_hot:.1f} nm")
print(f"surface increase at 100 C: {100 * hot_full:.2f} %")
print(f"added rho, 20 C: {rho0 * full:.4f} microohm cm")
print(f"added rho, 100 C: {rho_hot * hot_full:.4f} microohm cm")
print(f"dead layer {dead:.0f} nm per face: +{100 * dead_increase:.2f} %")
print(f"electron density: {density:.2e} m^-3")
print(f"occupied subbands: {subbands:.0f}; "
      f"inverse: {100 / subbands:.2f} %")
print(f"rho0*lambda, inputs: {rho_lam_input:.2e} ohm m^2")
print(f"rho0*lambda, free electrons: {rho_lam_free:.2e} ohm m^2")
print(f"leading coefficient, sphere on grid: {sphere:.4f}")
print(f"leading coefficient, fcc band [001]: {fcc001:.3f}")
print(f"leading coefficient, fcc band [111]: {fcc111:.3f}")
print("all tests passed")
```

Output:

```
KINETIC CHECKS
face conductivity / bulk, d=20 lambda: 0.5000
deficit per face: 0.1875 lambda
simulated rho/rho0 at d=lambda: 1.462
film integral rho/rho0 at d=lambda: 1.462
simulated wall hits per path d: 0.5001
same, current-weighted: 0.3753
limiting overestimate 8/3: 2.6667
smallest overestimate: 2.156 at d/lambda=0.790
overestimate at d/lambda=0.01: 3.924
EXAMPLE (rough copper-like inputs)
lambda: 40 nm; d: 200 nm; d/lambda: 5.0
bulk resistivity: 1.70 microohm cm
inverse-length: increase 20.00 %, rho 2.040 microohm cm
leading law: increase 7.50 %, rho 1.827 microohm cm
film integral: increase 8.10 %, rho 1.838 microohm cm
overestimate against film integral: 2.469
8/3 - lambda/d: 2.467
lambda wrongly fitted by inverse lengths: 16.2 nm
d (nm) | inverse-length % | leading % | integral % | ratio
 2000 | 2.00 | 0.75 | 0.76 | 2.647
  400 | 10.00 | 3.75 | 3.90 | 2.567
  200 | 20.00 | 7.50 | 8.10 | 2.469
  100 | 40.00 | 15.00 | 17.28 | 2.314
   40 | 100.00 | 37.50 | 46.23 | 2.163
   20 | 200.00 | 75.00 | 91.61 | 2.183
   10 | 400.00 | 150.00 | 172.40 | 2.320
NEGLECTED EFFECTS, d = 200 nm
increase with p=0.5: 3.89 %
grain size 200 nm, reflection 0.25: alpha 0.0667
grain-boundary increase alone: 9.79 %
temperature coefficient: 0.004 per K, warming 80 K
100 C: bulk rho 2.244 microohm cm, lambda 30.3 nm
surface increase at 100 C: 6.02 %
added rho, 20 C: 0.1377 microohm cm
added rho, 100 C: 0.1352 microohm cm
dead layer 1 nm per face: +1.01 %
electron density: 8.50e+28 m^-3
occupied subbands: 866; inverse: 0.12 %
rho0*lambda, inputs: 6.80e-16 ohm m^2
rho0*lambda, free electrons: 6.57e-16 ohm m^2
leading coefficient, sphere on grid: 0.3754
leading coefficient, fcc band [001]: 0.224
leading coefficient, fcc band [111]: 0.545
all tests passed
```
